# Inverse-square shell correction from averaging fast-ion stopping over electron speeds

## The number to explain

For protons in silicon, an average over the speeds of the atomic electrons lowers the stopping number by about 0.16 at 10 MeV and by about 0.036 at 40 MeV. The correction has fallen by a factor of about 4.5, while the squared proton speed has risen from 394.0 to 1504.3 atomic units, a factor 3.82. The two factors are close enough to suggest an inverse-square law and different enough to need a second explanation. These numbers belong to a model that gives all electrons one mean excitation energy, and the difference between the two factors will turn out to depend on that choice. I begin with one electron at rest, let it move, average over its directions, and then over its speeds.

## An electron at rest

A projectile of charge $Z_1e$, much heavier than an electron, passes an electron at rest with speed $w$. Let $S_0(w)=\int T\,d\sigma$ be the stopping cross-section per electron, where $T$ is the energy transferred. At high speed, to order $Z_1^2$ and without relativity, I take the Bethe form

$$S_0(w)=\frac{K}{w^2}\,\ell(w),\qquad K=\frac{4\pi Z_1^2e^4}{m},\qquad \ell(w)=\ln\frac{2mw^2}{I}.$$

Here $I$ is the mean excitation energy and $e^2$ is in Gaussian units. For moving electrons I define the stopping number $L$ by $S(v)=KL(v)/v^2$, where $v$ is the projectile speed in the laboratory. The shell correction is $\Delta L=L-\ell(v)$. It is negative when it lowers the stopping.

## Let the electron move

Give the electron the velocity $\mathbf u$. The relative velocity is $\mathbf w=\mathbf v-\mathbf u$. The model assumption is that, in the frame moving with $\mathbf u$, the electron responds as one at rest with the same $I$. Binding enters through $I$, and motion enters through $\mathbf w$.

Suppose that the projectile gives up momentum $\mathbf q$. In the electron's frame a projectile of mass $M$ loses the energy $\mathbf q\cdot\mathbf w-q^2/2M$. The last term vanishes for large $M$, so $T=\mathbf q\cdot\mathbf w$, and the component of $\mathbf q$ along $\mathbf w$ is $T/w$. The transverse components average to zero over the azimuth. Hence

$$\langle\mathbf q\rangle=\frac{T}{w^2}\,\mathbf w.$$

The momentum transfer is the same in both frames, but the laboratory energy loss is $\mathbf q\cdot\mathbf v$. Its azimuthal average is $T\,(\mathbf v\cdot\mathbf w)/w^2$.

The collision rate is proportional to $w$. The loss per unit time and unit electron density is therefore

$$w\int T\,\frac{\mathbf v\cdot\mathbf w}{w^2}\,d\sigma=S_0(w)\,\frac{\mathbf v\cdot\mathbf w}{w}.$$

Division by $v$ turns this into loss per unit path:

$$S(v)=\left\langle S_0(w)\,\frac{\mathbf v\cdot\mathbf w}{v\,w}\right\rangle .$$

The brackets denote the average over $\mathbf u$. For $u=0$ the geometric factor is 1 and $S_0(v)$ returns.

## Average over directions at one speed

Let $\mu$ be the cosine of the angle between $\mathbf u$ and $\mathbf v$. For isotropic directions $\mu$ is uniform between $-1$ and $1$. Since $\mathbf v\cdot\mathbf w=v(v-u\mu)$,

$$L(v,u)=\frac12\int_{-1}^{1}\frac{v^2(v-u\mu)}{w^3}\,\ell(w)\,d\mu,\qquad w^2=v^2+u^2-2uv\mu .$$

I change the variable from $\mu$ to $w$. Differentiation gives $d\mu=-w\,dw/(uv)$, and eliminating $\mu$ gives $v(v-u\mu)=(w^2+v^2-u^2)/2$. The minus sign is absorbed by ordering the limits upward:

$$L(v,u)=\frac1{4u}\int_{|v-u|}^{v+u}\left(1+\frac{v^2-u^2}{w^2}\right)\ell(w)\,dw .$$

First limit: replace $\ell$ by the constant 1. The antiderivative is $w-(v^2-u^2)/w$. For $u<v$ it equals $2u$ at the upper end and $-2u$ at the lower end, so the average is 1. For $u>v$ it equals $2u$ at both ends, so the average is 0. This is the inverse-square field of a uniform spherical shell, seen from outside and from inside. Electron motion by itself thus gives no correction for $u<v$; the correction must come from the speed dependence of the logarithm.

Now restore the logarithm. Because $d\ell/dw=2/w$,

$$\int\ell\,dw=w\ell-2w,\qquad \int\frac{\ell}{w^2}\,dw=-\frac{\ell+2}{w}.$$

The antiderivative of the full integrand is

$$P(w)=w(\ell-2)-\frac{v^2-u^2}{w}(\ell+2).$$

Write $\ell_+=\ell(v+u)$ and $\ell_-=\ell(|v-u|)$. For $u<v$,

$$P(v+u)=(v+u)(\ell_+-2)-(v-u)(\ell_++2)=2u\ell_+-4v,$$

$$P(v-u)=(v-u)(\ell_--2)-(v+u)(\ell_-+2)=-2u\ell_--4v .$$

The terms $-4v$ cancel in the difference, and

$$L(v,u)=\frac{\ell_++\ell_-}{2}=\ln\frac{2m(v^2-u^2)}{I}\qquad(u<v).$$

For $u>v$ the lower limit is $u-v$, where $(v^2-u^2)/w=-(u+v)$. Then $P(u-v)=2u\ell_-+4v$, while $P(v+u)$ is unchanged, and

$$L(v,u)=\ln\frac{u+v}{u-v}-\frac{2v}{u}\qquad(u>v).$$

As a numerical test take $I=0.8$ atomic units. With $v=2$ and $u=1.2$ the first form gives $\ln6.4=1.856298$. With the two speeds exchanged, the second gives $\ln4-1.2=0.186294$. Direct integration over $\mu$ reproduces both values.

## Where the inverse square comes from

For $u<v$ the correction at one electron speed is

$$\Delta L(v,u)=\ln\left(1-\frac{u^2}{v^2}\right)=-\frac{u^2}{v^2}-\frac{u^4}{2v^4}-\frac{u^6}{3v^6}-\dots$$

Every term is negative. There is no term linear in $u$, because opposite velocities occur with equal weight.

A second route shows which property of the logarithm sets the coefficient. Up to the constant $K$, the mean drag follows from the field $\mathbf G(\mathbf w)=\mathbf w\,L_0(w)/w^3$ for a general stopping number $L_0$. An isotropic displacement by $u$ changes it, to second order, by $(u^2/6)\nabla^2\mathbf G$. A radial field of this kind has no curl, so $\nabla^2\mathbf G=\nabla(\nabla\cdot\mathbf G)$, and its divergence is $L_0'(w)/w^2$. Multiplication by $v^2$ converts the field to a stopping number:

$$\Delta L\simeq\frac{u^2v^2}{6}\,\frac{d}{dv}\left(\frac{L_0'(v)}{v^2}\right).$$

For the Bethe logarithm $L_0'=2/v$. The derivative of $2/v^3$ is $-6/v^4$, and the result is again $-u^2/v^2$. The value of $I$ drops out because it shifts the logarithm without changing its slope.

## Average over speeds

Let $p(u)\,du$ be the fraction of electrons with speed between $u$ and $u+du$. The complete average is

$$\Delta L=\int_0^v p\,\ln\left(1-\frac{u^2}{v^2}\right)du+\int_v^\infty p\left[\ln\frac{u+v}{u-v}-\frac{2v}{u}-\ell(v)\right]du .$$

The power series cannot simply be averaged term by term. An $s$ electron bound to a Coulomb centre has a momentum amplitude that falls as $u^{-4}$, so $p(u)$, which includes the factor $u^2$, falls as $u^{-6}$. Then $\langle u^2\rangle$ and $\langle u^4\rangle$ are finite, but $\langle u^6\rangle$ diverges.

To control the remainder, assume that $p$ falls at least as fast as $u^{-6}$ and split the integral at $u=v/2$. Below the split, $x=u^2/v^2\le1/4$, and the logarithmic series gives

$$|\ln(1-x)+x|\le\frac{x^2}{2(1-x)}\le\frac23x^2 .$$

The error after the first term is then at most $\tfrac23\langle u^4\rangle/v^4$. Above the split put $u=vy$. The tail and $du$ together supply $v^{-5}$; the singularity of the logarithms at $y=1$ is integrable, and $\ell(v)$ adds at most a factor $\ln v$. The part of $\langle u^2\rangle/v^2$ that lies above $v/2$ is also of order $v^{-5}$. Therefore

$$L(v)=\ln\frac{2mv^2}{I}-\frac{\langle u^2\rangle}{v^2}+O(v^{-4}).$$

This is the inverse-square law for the stopping number. Since $S=KL/v^2$, the corresponding term in the stopping itself is $-K\langle u^2\rangle/v^4$. For an atom with $Z$ electrons and total electronic kinetic energy $E_{\rm kin}$, the coefficient is $\langle u^2\rangle=2E_{\rm kin}/(mZ)$.

The same splitting identifies the next term as $-\langle u^4\rangle/(2v^4)$: the cubic term, integrated up to $v/2$ with a $u^{-6}$ tail, contributes only at order $v^{-5}$.

**A distribution with an edge.** Electrons that fill a sphere of radius $u_F$ in velocity space have $p=3u^2/u_F^3$. Here $\langle u^2\rangle=3u_F^2/5$ and $\langle u^4\rangle=3u_F^4/7$, so for $v>u_F$

$$\Delta L=-\frac35\frac{u_F^2}{v^2}-\frac3{14}\frac{u_F^4}{v^4}-\dots$$

There is no tail above the edge, so all terms of the series may be averaged.

**A distribution with a tail.** In atomic units the hydrogen ground state has

$$p(u)=\frac{32}{\pi}\frac{u^2}{(1+u^2)^4},\qquad \langle u^2\rangle=1,\qquad\langle u^4\rangle=5 .$$

Two terms predict $v^2\Delta L\simeq-1-2.5/v^2$, or $-1.025$, $-1.006$ and $-1.002$ at $v=10$, 20 and 40. The complete average gives $-1.031$, $-1.0074$ and $-1.0018$. The limit is $-1$.

## Does a quantum calculation agree?

The local-velocity assumption can be tested against the first Born approximation, which uses the transitions of the bound electron and no distribution of moving free targets. In atomic units the cross-section for momentum transfer $q$ and excitation energy $\omega_n$ is

$$d\sigma_n=\frac{8\pi Z_1^2}{v^2}|F_n(q)|^2\frac{dq}{q^3},\qquad f_n(q)=\frac{2\omega_n}{q^2}|F_n(q)|^2 ,$$

where $F_n$ is the matrix element of $e^{i\mathbf q\cdot\mathbf r}$. Multiply $d\sigma_n$ by $\omega_n$ and sum. A heavy projectile loses $\mathbf q\cdot\mathbf v=\omega_n$, so $q$ cannot be smaller than $\omega_n/v$, and

$$L=\sum_n\int_{\omega_n/v}^{\infty}f_n(q)\frac{dq}{q}.$$

For a three-dimensional oscillator of frequency $\omega$, a kick $q$ turns the ground state into a displaced Gaussian. Its level occupations are Poissonian with mean $s=q^2/(2\omega)$, so $|F_n|^2=e^{-s}s^n/n!$. Since $2n\omega/q^2=n/s$,

$$f_n=\frac{e^{-s}s^{n-1}}{(n-1)!},\qquad L=\frac12\sum_{n\ge1}\int_{n^2r}^\infty\frac{e^{-s}s^{n-1}}{(n-1)!}\frac{ds}{s},\qquad r=\frac{\omega}{2v^2}.$$

At $q=0$ only $n=1$ has strength, so $I=\omega$ and $\ell(v)=-\ln r$. The kinetic energy is $3\omega/4$, hence $\langle u^2\rangle=3\omega/2$. The sum gives

$$\frac{v^2\Delta L}{\langle u^2\rangle}=-1.0463,\ -1.0042,\ -1.0004\quad\text{for}\quad r=10^{-2},\ 10^{-3},\ 10^{-4}.$$

Hydrogen tests a Coulomb tail. Its bound and continuum strengths give $I=14.99$ eV and $v^2\Delta L=-1.0359$, $-1.0099$ and $-1.0026$ at $v=10$, 20 and 40. Both systems support the coefficient $-\langle u^2\rangle$.

The next order is another matter. For the oscillator's Gaussian distribution $\langle u^4\rangle/(2\langle u^2\rangle v^2)=2.5r$, so the velocity average would exceed the leading term by about 0.0025 at $r=10^{-3}$; the Born excess is 0.0042. In hydrogen at $v=40$ the excesses are 0.0018 and 0.0026. The velocity average is thus confirmed here in its leading term, and its higher terms are a model estimate.

## Protons in silicon

I take 10 MeV protons, $I=170$ eV and $5.0\times10^{22}$ atoms per cm$^3$; the last two are rough values for silicon. The electron speeds come from a restricted open-shell Hartree–Fock calculation of the free atom in the cc-pVTZ basis, which omits correlation, relativity and bonding in the solid. In atomic units $\langle u^2\rangle$ is 184.49 for the two K electrons, 24.93 for the eight L electrons and 2.33 for the four M electrons. An uncontracted quadruple-zeta basis lowers the M value to 2.32 and leaves the K and L values and the corrections below unchanged to the digits shown. The mean is

$$\langle u^2\rangle=\frac{2(184.49)+8(24.93)+4(2.33)}{14}\approx41.3 .$$

At 10 MeV $v^2=394.0$, and the leading correction is $-41.26/394.0=-0.105$. The Bethe logarithm is 4.837, and one unit of $L$ corresponds to 1.701 keV/µm. The stopping power is therefore

$$1.701\times4.837=8.23\ \text{keV/µm}$$

without the correction, and $1.701\times(4.837-0.105)=8.05$ keV/µm with its leading term. The full velocity average, $\Delta L\approx-0.16$, gives 7.96 keV/µm.

In this model the full correction is 1.54 times the leading one, so the velocity average has not yet reached its asymptotic form at 10 MeV. The excess of about $-0.057$ lies beyond the leading term, which is all that the Born comparison confirmed, so the full average need not be more accurate than the leading term. About $-0.026$ of it comes from electrons slower than the proton and about $-0.031$ from electrons faster than the proton, to which the power series does not apply. Most of the excess comes from the K shell: its leading part is $-0.067$ and its full part $-0.114$. For the L and M electrons together the values are $-0.038$ and $-0.048$. The root-mean-square K speed is $\sqrt{184.49}\approx13.6$, against a proton speed of 19.8, so $u^2/v^2$ is not small there. About 10% of the K electrons are faster than the proton, and each carries the term $-\ell(v)$, which depends on $I$. Giving the K electrons 1872 eV instead of 170 eV reduces the size of the K part by $(2/14)(0.103)\ln(1872/170)\approx0.035$, most of the K excess of 0.047. For a hydrogen-like ion with the same $\langle u^2\rangle$, at $v/Z=1.46$, the first Born correction relative to its own $I$ is 0.86 times the leading term, not larger than it. The large K excess is therefore mainly a product of the common $I$.

This also accounts for the opening factors. The leading term falls by 3.82 between 10 and 40 MeV. The rest of the correction falls faster, from about $-0.057$ to $-0.0085$, and the total falls by about 4.5. This factor is specific to the common $I$: in the variant of the next section the correction goes from $-0.123$ to $-0.033$, a factor 3.7, slightly below 3.82. At 40 MeV the ratio of full to leading correction is still 1.31. In the formal nonrelativistic limit, at $v^2=10^5$, it is within 1% of unity.

At 2.5 MeV the ratio is 1.11, closer to unity than at 10 MeV, but this is no sign of convergence. For $u\gg v$ the correction per electron tends to $-\ell(v)$, while the leading formula $-u^2/v^2$ continues to grow in size. Fast K electrons can then make the leading formula too large, against the higher terms from slower electrons, which make it too small. The near agreement is consistent with such a cancellation.

## What the model leaves out

One common $I$ is a poor description of the K shell, and $\ell(w)$ becomes negative at small $w$. As a variant I gave the K electrons the excitation energy 1872 eV, their Hartree–Fock orbital binding energy, and the others 114 eV, which keeps the mean logarithm fixed. I also set each rest-frame logarithm to zero where it would be negative. At 10 MeV the correction changes from about $-0.16$ to $-0.12$, and the stopping from 7.96 to 8.02 keV/µm, about 0.8%. Nearly all of this change comes from the separate excitation energies, which alone give $-0.127$; the zero floor alone leaves $-0.16$. At 2.5 MeV the two versions give about $-0.46$ and $-0.28$, so the correction there depends strongly on the treatment of inner electrons.

Three other effects at 10 MeV can be compared with the leading correction of size 0.105:

- The Bloch correction for departures from the Born approximation in close collisions changes $L$ by $-0.003$.
- The displacement of the bound electron during the passage, which causes the Barkas effect, adds about 0.014. This estimate is half the difference between the classical stopping numbers for charges $+1$ and $-1$, with one oscillator frequency $I/\hbar$ and impact parameters above $\hbar/(mv)$. It depends on that cutoff: with the oscillator size $\hbar/\sqrt{2mI}$ as the lower limit it is roughly half as large.
- The relativistic change, $-\ln(1-\beta^2)-\beta^2$, is 0.0002 for $\beta^2=0.021$, where $\beta$ is the speed relative to light. The proton speeds themselves were computed relativistically.

An error in the input $I$ also changes the result. At fixed speed the Bethe logarithm changes by $-\delta I/I$ for a small change, so a 5% uncertainty in $I$ moves it by 0.05, about half the leading shell correction.

Some silicon power devices are irradiated with MeV protons and then annealed. The calculated 8 keV/µm applies near the surface, before the protons slow down; deeper in, where they are slower, the shell correction is less certain and the stopping power is larger, until it passes a maximum near the end of the range and falls. The free-atom treatment of the M electrons matters little for the leading correction, since they supply only about 1.6% of $\langle u^2\rangle$. A crystal can break a stronger assumption, that the proton meets all electrons at random. A beam aligned with a major crystal direction can be channelled away from the atomic cores, and its best-channelled part then loses energy more slowly than a beam in a random direction. The numbers here are meant for a beam direction that avoids channelling. Annealing changes the defects left by the beam and does not enter this stopping calculation.

The numerical output below lists the remaining energies and intermediate values.

## Numbers as computed

```
Angular average, v=2, u=1.2, I=0.8 a.u.: L = 1.856298
Angular average, v=1.2, u=2, I=0.8 a.u.: L = 0.186294
Born oscillator: v^2*(L - Bethe log)/<u^2>, dimensionless
  omega/(2v^2) = 1e-02 : -1.0463
  omega/(2v^2) = 1e-03 : -1.0042
  omega/(2v^2) = 1e-04 : -1.0004
Hydrogen mean excitation energy: 14.99 eV
Hydrogen v^2*(L - Bethe log) in a.u.: Born, velocity average
  v = 10 a.u. : -1.0359, -1.0307
  v = 20 a.u. : -1.0099, -1.0074
  v = 40 a.u. : -1.0026, -1.0018
Silicon ROHF/cc-pVTZ total energy: -288.8522 hartree
Shell K: 2 electrons, <u^2> = 184.49 a.u.
Shell L: 8 electrons, <u^2> = 24.93 a.u.
Shell M: 4 electrons, <u^2> = 2.33 a.u.
All electrons: <u^2> = 41.26 a.u.
Input I = 170 eV; atoms = 5.0e+22 per cm^3
Shell correction to L: leading, full average, full with cut log
  2.5 MeV, v^2 = 99.7 a.u.: -0.4140, -0.4582, -0.2830
  5.0 MeV, v^2 = 198.6 a.u.: -0.2078, -0.2935, -0.1981
  10.0 MeV, v^2 = 394.0 a.u.: -0.1047, -0.1615, -0.1228
  20.0 MeV, v^2 = 775.7 a.u.: -0.0532, -0.0776, -0.0662
  40.0 MeV, v^2 = 1504.3 a.u.: -0.0274, -0.0359, -0.0330
Example proton energy: 10.0 MeV
Speed: 19.849 a.u.; beta^2 = 0.02098
Bethe logarithm: 4.8373
K part of correction: leading -0.0669, full -0.1139
L+M part of correction: leading -0.0378, full -0.0476
Stopping per unit L: 1.7013 keV/um
Stopping, no shell correction: 8.230 keV/um
Stopping, leading correction: 8.052 keV/um
Stopping, full average: 7.955 keV/um
Stopping, full with cut log: 8.021 keV/um
K excitation energy used with cut log: 1872 eV
L+M excitation energy used with cut log: 114.0 eV
Neglected Bloch term in L: -0.00304
Neglected Barkas term in L (classical oscillator): 0.01365
Neglected relativistic change of L: 0.00022
```
